# Bulk permittivity and interfacial contribution from two high-permittivity capacitor films: verification in Python

```python
"""
Result under test: films of thickness t with equivalent oxide thickness
    EOT(t) = 3.9 * t / eps_b + a
and EOT = 0.50 nm at 6 nm, 0.70 nm at 12 nm have bulk permittivity
eps_b = 117 and interfacial contribution a = 0.30 nm (oxide equivalent).
EOT = 3.9 * eps0 / C, C = capacitance per area; t includes dead layers.
Lengths are in nm, potentials in V, energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

K_OX = 3.9
T1, T2, EOT1, EOT2 = 6.0, 12.0, 0.50, 0.70


def extract(t1, e1, t2, e2):
    slope = (e2 - e1) / (t2 - t1)
    return K_OX / slope, e1 - slope * t1


def poisson_eot(thickness, inverse_eps, h=0.0025, metal=0.0, lam=1.0, eps_m=1.0):
    """EOT from a finite-volume Poisson solution with 1 V across the stack.

    metal: thickness of each screened electrode (0 means ideal electrodes),
    lam: its screening length, eps_m: its background permittivity.
    """
    n_film, n_metal = round(thickness / h), round(metal / h)
    x = (np.arange(n_film) + 0.5) * h
    side = np.full(n_metal, 1.0 / eps_m)
    inv = np.concatenate([side, inverse_eps(x, thickness), side])
    n = len(inv)
    face = np.empty(n + 1)
    face[1:-1] = 2.0 / (h * (inv[:-1] + inv[1:]))
    face[0], face[-1] = 2.0 / (h * inv[0]), 2.0 / (h * inv[-1])
    screen = np.zeros(n)
    rhs = np.zeros(n)
    if n_metal:
        strength = h * eps_m / lam**2
        screen[:n_metal] = strength
        screen[-n_metal:] = strength
        rhs[:n_metal] = strength          # left electrode is held at 1 V
    rhs[0] += face[0]
    bands = np.zeros((3, n))
    bands[0, 1:] = -face[1:-1]
    bands[1] = face[:-1] + face[1:] + screen
    bands[2, :-1] = -face[1:-1]
    phi = solve_banded((1, 1), bands, rhs)
    mid = n // 2
    displacement = face[mid] * (phi[mid - 1] - phi[mid])
    return K_OX / displacement


# ---- extraction from the two data
eps_b, a_int = extract(T1, EOT1, T2, EOT2)
assert abs(eps_b - 117) < 1e-6 and abs(a_int - 0.30) < 1e-9
print(f"Bulk permittivity: {eps_b:.1f}")
print(f"Interfacial EOT: {a_int:.3f} nm")
print(f"Slope of EOT against thickness: {K_OX / eps_b:.5f}")
print(f"Apparent permittivity, 6 nm film: {K_OX * T1 / EOT1:.1f}")
print(f"Apparent permittivity, 12 nm film: {K_OX * T2 / EOT2:.1f}")
print(f"Predicted EOT of a 9 nm film: {a_int + K_OX * 9 / eps_b:.3f} nm")

# ---- different dead layers, same two data
for width in (1.0, 0.5):
    inv_dead = 1 / eps_b + a_int / (2 * K_OX * width)

    def sharp(x, t, width=width, inv_dead=inv_dead):
        return np.where((x < width) | (x > t - width), inv_dead, 1 / eps_b)

    solved = [poisson_eot(t, sharp) for t in (T1, T2)]
    assert np.allclose(solved, [EOT1, EOT2], atol=1e-6)
    print(f"Dead layers 2 x {width:.1f} nm: permittivity {1 / inv_dead:.1f}")
    print(f"  Poisson EOTs: {solved[0]:.4f} and {solved[1]:.4f} nm")
print(f"Screening alone: lambda/eps_m = {a_int / (2 * K_OX):.4f} nm per electrode")

# ---- blind recovery: smooth dead layers plus screened electrodes
HIDDEN_EPS, PEAK, LAM, EPS_M = 130.0, 0.03, 0.05, 2.0


def smooth_profile(decay):
    def inverse_eps(x, t):
        return 1 / HIDDEN_EPS + PEAK * (np.exp(-(x / decay)**2)
                                        + np.exp(-((t - x) / decay)**2))
    return inverse_eps


def blind_extraction(decay):
    values = [poisson_eot(t, smooth_profile(decay), metal=1.0, lam=LAM, eps_m=EPS_M)
              for t in (T1, T2)]
    return extract(T1, values[0], T2, values[1])


narrow = smooth_profile(0.5)
excess = 2 * quad(lambda x: narrow(x, T2) - 1 / HIDDEN_EPS, 0, T2 / 2)[0]
a_expected = K_OX * (excess + 2 * LAM / EPS_M)
eps_found, a_found = blind_extraction(0.5)
assert abs(eps_found / HIDDEN_EPS - 1) < 1e-4
assert abs(a_found - a_expected) < 1e-3   # grid error in the screening layer
eps_wide, _ = blind_extraction(4.0)
assert abs(eps_wide / HIDDEN_EPS - 1) > 0.05   # overlap must spoil the method
print(f"Blind test, permittivity: hidden {HIDDEN_EPS:.1f}, found {eps_found:.1f}")
print(f"Blind test, interface: integral {a_expected:.4f}, found {a_found:.4f} nm")
print(f"Same with dead layers 4 nm wide: found {eps_wide:.1f}")

# ---- measurement errors (standard deviations, independent)
S_EOT, S_T = 0.01, 0.2
s_eff = np.hypot(S_EOT, K_OX / eps_b * S_T)
s_eps = eps_b * np.sqrt(2) * s_eff / (EOT2 - EOT1)
s_a = s_eff * np.hypot(T1, T2) / (T2 - T1)
rng = np.random.default_rng(1)
noise = rng.normal(size=(4, 200000))
eps_mc, a_mc = extract(T1 + S_T * noise[0], EOT1 + S_EOT * noise[1],
                       T2 + S_T * noise[2], EOT2 + S_EOT * noise[3])
# linear propagation omits second-order terms of a few per cent
assert abs(eps_mc.std() / s_eps - 1) < 0.06
assert abs(a_mc.std() / s_a - 1) < 0.06
print(f"Assumed errors: EOT {S_EOT:.2f} nm, thickness {S_T:.1f} nm")
print(f"Permittivity error: formula {s_eps:.1f}, sampled {eps_mc.std():.1f}")
print(f"Interface error: formula {s_a:.3f}, sampled {a_mc.std():.3f} nm")

# ---- permittivity of the thin film 10% below that of the thick film
matrix = np.array([[K_OX * T1 / 0.9, 1.0], [K_OX * T2, 1.0]])
inv_thick, a_biased = np.linalg.solve(matrix, [EOT1, EOT2])
print(f"If thin film is 10% lower: thick-film permittivity {1 / inv_thick:.1f}")
print(f"  and interfacial EOT {a_biased:.3f} nm")

# ---- 6 nm film at the operating voltage
VOLT = 0.5
cap = K_OX * sc.epsilon_0 / (EOT1 * 1e-9)            # F/m2
charge = cap * VOLT                                  # C/m2
field = charge / (sc.epsilon_0 * eps_b)              # V/m
drop_interface = VOLT - field * T1 * 1e-9
print(f"Operating voltage: {VOLT:.2f} V")
print(f"Capacitance, 6 nm film: {cap * 100:.2f} uF/cm2")
print(f"Stored charge: {charge * 100:.2f} uC/cm2")
print(f"Bulk field: {field * 1e-8:.3f} MV/cm")
print(f"Voltage lost at interfaces: {drop_interface:.3f} V")

# ---- dielectric nonlinearity: E = D/(eps0 eps_b) + beta D^3
BETA = 8e9                                           # V m5/C3, rough for SrTiO3
charge_nl = brentq(lambda d: d / cap + BETA * d**3 * T1 * 1e-9 - VOLT, 0, charge)
print(f"Rough cubic coefficient: {BETA:.1e} V m5/C3")
print(f"Charge lost to nonlinearity: {100 * (1 - charge_nl / charge):.2f} %")

# ---- temperature: inverse permittivity rises by dT / Curie constant
CURIE, T_USE, T_MEAS = 8e4, 358.15, 298.15           # K, Curie constant rough
eps_hot = 1 / (1 / eps_b + (T_USE - T_MEAS) / CURIE)
eot_hot = a_int + K_OX * T1 / eps_hot
print(f"Rough Curie constant: {CURIE:.0f} K")
print(f"Measured at {T_MEAS:.0f} K, used at {T_USE:.0f} K")
print(f"Hot permittivity: {eps_hot:.1f}; hot EOT, 6 nm film: {eot_hot:.3f} nm")

# ---- average field against a rough breakdown field
BREAKDOWN = 2.0                                      # MV/cm
average_field = VOLT / (T1 * 1e-9) * 1e-8
print(f"Average field: {average_field:.2f} MV/cm")
print(f"  as share of rough {BREAKDOWN:.0f} MV/cm breakdown: {average_field / BREAKDOWN:.2f}")

# ---- leakage over and through an ideal barrier, 1 nm dead layers
BARRIER, EPS_OPT, DEAD = 1.0, 5.5, 1.0
IMAGE = sc.e / (16 * np.pi * sc.epsilon_0 * EPS_OPT) * 1e9      # eV nm
WAVE = np.sqrt(2 * sc.m_e * sc.e) / sc.hbar * 1e-9              # 1/(nm sqrt(eV))
RICHARDSON = 4 * np.pi * sc.m_e * sc.k**2 * sc.e / sc.h**3      # A/(m2 K2)
X = np.linspace(0.002, T1, 1500)


def transmission(energies, x, profile):
    height = np.clip(profile[None, :] - energies[:, None], 0, None)
    return np.exp(-2 * WAVE * np.trapezoid(np.sqrt(height), x, axis=1)) \
        if hasattr(np, "trapezoid") else \
        np.exp(-2 * WAVE * np.trapz(np.sqrt(height), x, axis=1))


def barrier_profile(barrier, volt):
    bulk_drop = volt * (EOT1 - a_int) / EOT1
    layer_drop = volt * a_int / EOT1 / 2
    fall = bulk_drop * X / T1 + layer_drop * (
        np.clip(X / DEAD, 0, 1) + np.clip((X - T1 + DEAD) / DEAD, 0, 1))
    return barrier - fall - IMAGE / X


def supply(energy, volt, kt):
    return np.log1p(np.exp(-energy / kt)) - np.log1p(np.exp(-(energy + volt) / kt))


def leakage(barrier, volt, temperature=T_USE):
    kt = sc.k * temperature / sc.e
    energies = np.linspace(-0.6, barrier + 0.6, 1200)
    flow = transmission(energies, X, barrier_profile(barrier, volt)) \
        * supply(energies, volt, kt)
    integral = np.sum((flow[1:] + flow[:-1]) / 2) * (energies[1] - energies[0])
    return RICHARDSON * temperature**2 * integral / kt          # A/m2


# triangular barrier: closed-form exponent
x_tri = np.linspace(0, 5, 4001)
numeric = -np.log(transmission(np.array([0.0]), x_tri, 1.0 - 0.25 * x_tri))[0]
assert abs(numeric / (4 * WAVE / (3 * 0.25)) - 1) < 1e-3

# image-force lowering in the dead layer
dead_field = VOLT * (EOT1 - a_int) / EOT1 / T1 + VOLT * a_int / EOT1 / 2 / DEAD
lowering = 2 * np.sqrt(IMAGE * dead_field)
top = barrier_profile(BARRIER, VOLT).max()
assert np.sqrt(IMAGE / dead_field) < DEAD
assert abs(BARRIER - top - lowering) < 1e-4

# thermionic part: integrated supply against the Richardson law
kt_use = sc.k * T_USE / sc.e
over_top = RICHARDSON * T_USE**2 / kt_use * quad(
    supply, top, top + 40 * kt_use, args=(VOLT, kt_use), epsabs=0, epsrel=1e-8)[0]
thermionic = RICHARDSON * T_USE**2 * np.exp(-(BARRIER - lowering) / kt_use)
assert abs(over_top / thermionic - 1) < 0.01

current = leakage(BARRIER, VOLT)
conductance = (leakage(BARRIER, VOLT + 0.01) - leakage(BARRIER, VOLT - 0.01)) / 0.02
FREQ, LIMIT = 1e4, 1e-7                              # Hz, A/cm2 (rough limit)
loss = conductance / (2 * np.pi * FREQ * cap)
needed = brentq(lambda b: np.log(leakage(b, VOLT) * 1e-4 / LIMIT), 0.8, 1.8, xtol=1e-4)
print(f"Rough barrier: {BARRIER:.1f} eV; optical permittivity: {EPS_OPT:.1f}")
print(f"Field in 1 nm dead layer: {dead_field * 10:.2f} MV/cm")
print(f"Image-force lowering: {lowering:.3f} eV")
print(f"Thermionic current, hot: {thermionic * 1e-4:.2e} A/cm2")
print(f"With tunnelling, hot: {current * 1e-4:.2e} A/cm2")
print(f"Loss tangent at {FREQ / 1e3:.0f} kHz, 0.5 V, hot: {loss:.1e}")
print(f"Stored charge / leakage current: {charge / current * 1e3:.1f} ms")
print(f"Barrier needed for {LIMIT:.0e} A/cm2: {needed:.2f} eV")

print("checks complete")
```

Output:

```
Bulk permittivity: 117.0
Interfacial EOT: 0.300 nm
Slope of EOT against thickness: 0.03333
Apparent permittivity, 6 nm film: 46.8
Apparent permittivity, 12 nm film: 66.9
Predicted EOT of a 9 nm film: 0.600 nm
Dead layers 2 x 1.0 nm: permittivity 21.3
  Poisson EOTs: 0.5000 and 0.7000 nm
Dead layers 2 x 0.5 nm: permittivity 11.7
  Poisson EOTs: 0.5000 and 0.7000 nm
Screening alone: lambda/eps_m = 0.0385 nm per electrode
Blind test, permittivity: hidden 130.0, found 130.0
Blind test, interface: integral 0.2987, found 0.2987 nm
Same with dead layers 4 nm wide: found 112.4
Assumed errors: EOT 0.01 nm, thickness 0.2 nm
Permittivity error: formula 9.9, sampled 10.1
Interface error: formula 0.027, sampled 0.027 nm
If thin film is 10% lower: thick-film permittivity 104.0
  and interfacial EOT 0.250 nm
Operating voltage: 0.50 V
Capacitance, 6 nm film: 6.91 uF/cm2
Stored charge: 3.45 uC/cm2
Bulk field: 0.333 MV/cm
Voltage lost at interfaces: 0.300 V
Rough cubic coefficient: 8.0e+09 V m5/C3
Charge lost to nonlinearity: 0.39 %
Rough Curie constant: 80000 K
Measured at 298 K, used at 358 K
Hot permittivity: 107.6; hot EOT, 6 nm film: 0.518 nm
Average field: 0.83 MV/cm
  as share of rough 2 MV/cm breakdown: 0.42
Rough barrier: 1.0 eV; optical permittivity: 5.5
Field in 1 nm dead layer: 1.83 MV/cm
Image-force lowering: 0.219 eV
Thermionic current, hot: 1.58e-04 A/cm2
With tunnelling, hot: 3.47e-04 A/cm2
Loss tangent at 10 kHz, 0.5 V, hot: 8.6e-03
Stored charge / leakage current: 10.0 ms
Barrier needed for 1e-07 A/cm2: 1.25 eV
checks complete
```
